\section*{Why Larger Critical Nuclei Narrow the Island-Size Distribution at Constant Capture}

\section{The result}

Let $i$ be the critical size: an island of $i+1$ atoms is stable, and a cluster of $i$ atoms or fewer can dissolve. In mean-field rate equations with one capture number for all islands, the number $s$ of atoms in an island has, for large mean size $S$ and an adatom density far below the deposited coverage, the relative variance
\begin{equation}
\frac{\operatorname{Var}(s)}{S^2}=\frac{1}{2i+3}.
\label{eq:main}
\end{equation}
This is $1/5$, $1/7$ and $1/9$ for $i=1,2,3$.

Two opposing changes lie behind this narrowing. A larger critical nucleus makes nucleation a steeper function of the adatom density, which suppresses late births and narrows the distribution. It also makes the adatom density fall more slowly during deposition, which favours late births and broadens the distribution. The first change outweighs the second, but only by a margin that shrinks as $i$ grows.

\section{Model and quasi-steady state}

Atoms arrive at flux $F$ per site and diffuse with hopping coefficient $D$. The coverage $\theta=Ft$ serves as the clock. Let $n$ and $N$ be the densities per site of free adatoms and stable islands. Stable islands neither dissolve nor coalesce, atoms do not re-evaporate, and direct impingement on islands is ignored, which requires $\theta\ll1$. The capture number $\sigma$ is independent of island size and time, and
\begin{equation}
K=\frac{\sigma D}{F}.
\end{equation}

Critical clusters are taken to be in equilibrium with the adatoms, $n_i=c_i n^i$ (the Walton relation), where $c_i$ contains their binding energy and number of configurations. By convention $c_1=1$. For $i\ge2$ this equilibrium requires critical clusters to dissolve much more often than they grow. In particular, their growth rate $Knn_i$ must be small compared with the rate $Kn^2$ at which adatoms meet, so $n_i\ll n$ is a necessary condition. A stable island forms when a critical cluster captures one more adatom, with the same capture number. Hence
\begin{align}
\frac{dN}{d\theta}&=Kc_i n^{i+1},\label{eq:N}\\
\frac{dn}{d\theta}&=1-(i+1)Kc_i n^{i+1}-KnN.\label{eq:n}
\end{align}
The factor $i+1$ counts the atoms removed by one nucleation event: one captured adatom and $i$ atoms drawn from the adatom gas to replace the consumed critical cluster.

Once islands capture nearly all arriving atoms, the leading balance in \eqref{eq:n} is $1=KnN$, so
\begin{equation}
n=\frac{1}{KN}.
\label{eq:qs}
\end{equation}
Inserting this in \eqref{eq:N} gives
\begin{equation}
N^{i+1}\frac{dN}{d\theta}=c_iK^{-i}.
\end{equation}
Integrating, and dropping the contribution of the initial transient, we find
\begin{equation}
N^{i+2}=(i+2)c_iK^{-i}\theta .
\label{eq:density}
\end{equation}
Therefore
\begin{equation}
N\propto\theta^{1/(i+2)},\qquad n\propto\theta^{-1/(i+2)}.
\label{eq:powers}
\end{equation}

The neglected terms can now be checked. With $S=\theta/N$, the power law gives $dN/d\theta=N/[(i+2)\theta]=1/[(i+2)S]$. Nucleation thus consumes a fraction $(i+1)/[(i+2)S]$ of the arriving atoms. The storage term is $|dn/d\theta|=n/[(i+2)\theta]$. Both are small if $S\gg1$ and $n\ll\theta$. The width also keeps a trace of the initial transient, which fades only when $S\to\infty$ and $n/\theta\to0$ together. An adatom density only moderately below the coverage is not enough for the limiting law: for $i=2$ and $S=10^6$ the rate equations give a relative variance of 0.125 at $n/\theta=10^{-2}$ and 0.139 at $10^{-3}$, against the limit 0.143.

Atoms held in critical clusters were also left out of the balance. Since $dN/d\theta=Knn_i=n_i/N$, we have $n_i=N^2/[(i+2)\theta]$. Their share of the deposited atoms is
\begin{equation}
\frac{i n_i}{\theta}=\frac{i}{(i+2)S^2}\qquad(i\ge2),
\end{equation}
which is negligible at large $S$. For strongly bound critical clusters it need not be small during the initial transient. For $i\ge3$ there are also unstable clusters smaller than the critical one; they are assumed to hold a negligible share of the atoms as well.

\section{First contribution: when islands are born}

The nucleation rate follows from \eqref{eq:powers}:
\begin{equation}
\frac{dN}{d\theta}\propto n^{i+1}\propto\theta^{-p_i},
\qquad p_i=\frac{i+1}{i+2}.
\label{eq:p}
\end{equation}
The exponent $p_i$ is the product of the nucleation order $i+1$ and the decay exponent $1/(i+2)$ of the adatom density. To weigh the two factors, go from $i$ to $i+1$ in two steps:
\begin{align}
\text{order raised, decay held:}\quad
&\frac{i+2}{i+2}-\frac{i+1}{i+2}=+\frac{1}{i+2},\\
\text{decay then slowed:}\quad
&\frac{i+2}{i+3}-\frac{i+2}{i+2}=-\frac{1}{i+3}.
\end{align}
The sum is
\begin{equation}
p_{i+1}-p_i=\frac{1}{(i+2)(i+3)}>0.
\end{equation}
Most of the gain from the steeper law is cancelled by the slower fall of $n$. For $i=1\to2$ the steps are $+1/3$ and $-1/4$, leaving $1/12$. The exponent stays below one for every finite $i$.

The share of islands born in the second half of the deposition is
\begin{equation}
1-\frac{N(\theta/2)}{N(\theta)}=1-2^{-1/(i+2)}.
\label{eq:late}
\end{equation}
It equals 0.206, 0.159 and 0.129 for $i=1,2,3$. Late births become rarer, though they do not disappear.

\section{Second contribution: how birth time becomes size}

Each island captures atoms at the same mean rate $Kn$ per unit coverage. Write $\omega=1/(i+2)$ and $N=A\theta^\omega$. An island born at $\theta_0$ then obeys
\begin{equation}
\frac{ds}{d\theta'}=Kn(\theta')=\frac{1}{N(\theta')}=\frac{\theta'^{-\omega}}{A}.
\end{equation}
Its initial size $i+1$ is negligible compared with $S$, so
\begin{equation}
s=\frac{\theta^{1-\omega}-\theta_0^{1-\omega}}{A(1-\omega)}.
\end{equation}
Nearly all deposited atoms are in islands, so the mean size is $S=\theta/N=\theta^{1-\omega}/A$. Division gives the scaled size
\begin{equation}
u=\frac{s}{S}=\frac{i+2}{i+1}
\left[1-\left(\frac{\theta_0}{\theta}\right)^{(i+1)/(i+2)}\right].
\label{eq:u}
\end{equation}
Older islands are larger. The oldest reach the cutoff $u_{\max}=(i+2)/(i+1)$, and newborn islands have $u=0$.

The islands larger than $u$ are those born before the corresponding $\theta_0$. They make up a fraction $N(\theta_0)/N(\theta)=(\theta_0/\theta)^{1/(i+2)}$. Solving \eqref{eq:u} for $\theta_0/\theta$ gives
\begin{equation}
P(\text{size}>u)=\left[1-\frac{i+1}{i+2}u\right]^{1/(i+1)}.
\label{eq:cumulative}
\end{equation}
The distribution is $f_i=-dP/du$:
\begin{equation}
f_i(u)=\frac{1}{i+2}
\left[1-\frac{i+1}{i+2}u\right]^{-i/(i+1)},
\qquad 0<u<\frac{i+2}{i+1}.
\label{eq:f}
\end{equation}
The prefactor is the product of $1/(i+1)$ from the outer power and $(i+1)/(i+2)$ from the bracket. For $i\ge1$ the density diverges at the cutoff, but integrably, because $i/(i+1)<1$. Its value at zero size, $1/(i+2)$, measures the current supply of newborn islands and decreases with $i$.

For the variance, define
\begin{equation}
X=1-\frac{i+1}{i+2}u=\left(\frac{\theta_0}{\theta}\right)^{(i+1)/(i+2)}.
\end{equation}
An island has $X<x$ if it is older, hence larger, than the island with $X=x$. Equation \eqref{eq:cumulative} therefore reads $P(X<x)=x^a$ with $a=1/(i+1)$. The probability density of $X$ is $ax^{a-1}$ on $0<x<1$, and
\begin{equation}
\langle X\rangle=\frac{a}{a+1},\qquad
\langle X^2\rangle=\frac{a}{a+2}.
\end{equation}
Consequently
\begin{align}
\operatorname{Var}(X)
&=\frac{a}{a+2}-\frac{a^2}{(a+1)^2}\nonumber\\
&=\frac{a[(a+1)^2-a(a+2)]}{(a+2)(a+1)^2}
=\frac{a}{(a+2)(a+1)^2}.
\end{align}
Size is proportional to $1-X$, whose mean is $1/(a+1)$. Dividing the variance by the square of this mean yields
\begin{equation}
\frac{\operatorname{Var}(s)}{\langle s\rangle^2}=\frac{a}{a+2}.
\label{eq:a}
\end{equation}
With $a=1/(i+1)$ this becomes $1/[1+2(i+1)]=1/(2i+3)$, which is \eqref{eq:main}. The mean of $u$ is $[(i+2)/(i+1)]/(a+1)=1$, as it must be.

\section{Separating the causes in the width itself}

The exponent $p_i$ describes births, whereas the width also depends on growth. A cleaner separation uses passive islands: imagined islands that capture atoms from a given adatom density without changing it. Let the density be that of a system with critical size $h$, so that $n\propto\theta^{-1/(h+2)}$, and let the passive islands nucleate at a rate proportional to $n^{j+1}$. The number born before $\theta_0$ is
\begin{equation}
\int_0^{\theta_0}\theta'^{-(j+1)/(h+2)}\,d\theta'
\propto\theta_0^{(h+1-j)/(h+2)},
\qquad j<h+1.
\end{equation}
Their growth follows the history $h$, so $X=(\theta_0/\theta)^{(h+1)/(h+2)}$. Again $P(X<x)=x^a$, now with
\begin{equation}
a=\frac{h+1-j}{h+1}.
\label{eq:ahj}
\end{equation}
Equation \eqref{eq:a} gives the width for $a>0$. Setting $h=j=i$ recovers the self-consistent case.

Now change $i$ to $i+1$ one cause at a time.

\paragraph{Slower density decay alone.} With $h=i+1$ and $j=i$, $a=2/(i+2)$, and the relative variance rises:
\begin{equation}
\frac{1}{2i+3}\longrightarrow\frac{1}{i+3}.
\end{equation}
The adatom density retains more of its value late in the deposition, so more small islands are added.

\paragraph{Steeper nucleation alone.} With $h=i$ and $j=i+1$, $a=0$. The nucleation rate is then proportional to $1/\theta$, and births are spread evenly in $\ln\theta_0$. The integral diverges logarithmically at early times and must be cut off at the end of the initial transient. For $i=1$, and for the strongly bound critical clusters in the runs below, islands then hold only a few atoms, so the cutoff lies at $X\sim1/S$. With $L=\ln S$ up to an additive constant, $\langle X\rangle\simeq1/L$ and $\langle X^2\rangle\simeq1/(2L)$. To leading order in $1/L$ the relative variance is $1/(2L)$. It vanishes as $S\to\infty$, but very slowly.

\paragraph{Both together.} The result is $1/(2i+5)$, which lies below the starting value $1/(2i+3)$. The steeper law therefore wins. The size assigned to each cause depends on the order in which the changes are made, but their signs do not: \eqref{eq:ahj} decreases with $j$ and increases with $h$ for $j>0$, and $a/(a+2)$ increases with $a$.

Numerical integration of the passive islands at nominal mean size $S=10^6$ gives these relative variances:
\begin{center}
\begin{tabular}{c|ccc}
 & $j=1$ & $j=2$ & $j=3$\\ \hline
$h=1$ & 0.200 & 0.033 & 0.000\\
$h=2$ & 0.250 & 0.143 & 0.031\\
$h=3$ & 0.273 & 0.200 & 0.111
\end{tabular}
\end{center}
Moving right raises the nucleation order and narrows the distribution. Moving down slows the density decay and broadens it. The diagonal contains the self-consistent systems. The entry 0.033 is a marginal case, $a=0$. At $S\approx322$ the same case gives 0.069, so the width is indeed still shrinking. For $h=1$, $j=3$ the births are dominated by the initial transient, and the printed value is 0.0002.

\section{A worked comparison at equal island density}

Take the round model values $\theta=0.1$ monolayer and $K=10^{10}$. For $i=1$, \eqref{eq:density} gives
\begin{equation}
N=\left(\frac{3\times0.1}{10^{10}}\right)^{1/3}
=3.107\times10^{-4}\ \text{per site}.
\end{equation}
The adatom density is $n=1/(KN)=3.22\times10^{-7}$ per site, and the nominal mean size is $S=0.1/(3.107\times10^{-4})=322$ atoms. The conditions $S\gg1$ and $n\ll\theta$ are both met.

To compare shapes at the same mean size, $c_2$ and $c_3$ are chosen so that \eqref{eq:density} gives the same $N$:
\begin{equation}
c_i=\frac{N^{i+2}K^i}{(i+2)\theta},
\qquad c_2=2.33\times10^6,\quad c_3=5.79\times10^{12}.
\end{equation}
These constants serve only to compare solutions of the model equations at equal $S$; they do not describe real systems with $i=2$ or 3. At the final coverage they give $n_i/n=3/(i+2)$, or 0.75 and 0.60, which violates the condition $n_i\ll n$ for the Walton relation. For $i=2$, at this adatom density a dimer would capture an adatom at 0.75 times the rate at which it dissolves, and so would not stay in equilibrium. If dimers are followed explicitly, forming at rate $Kn^2$ and dissolving at rate $K/c_2$ each, the same constants give a mean size of 395 atoms and a relative variance of 0.173, compared with 0.146 when the Walton relation is imposed. A system that meets the condition has fewer and larger islands at the same $K$ and $\theta$. In the runs below the Walton relation is imposed throughout.

The following values come from integrating the rate equations without the quasi-steady approximation. The variance and the fraction above the mean size use a separate equation for every island size; the share of late births follows from \eqref{eq:N} and \eqref{eq:n}. The limiting law is in parentheses.
\begin{center}
\begin{tabular}{c|ccc}
$i$ & relative variance & born in second half & above mean size\\ \hline
1 & 0.202 (0.200) & 0.208 (0.206) & 0.573 (0.577)\\
2 & 0.146 (0.143) & 0.163 (0.159) & 0.623 (0.630)\\
3 & 0.116 (0.111) & 0.134 (0.129) & 0.655 (0.669)
\end{tabular}
\end{center}
From $i=1$ to $i=3$ the relative standard deviation falls from 0.449 to 0.340, a reduction of 24\% relative to its value at $i=1$. The fraction of islands smaller than half the mean size falls from $1-0.816=0.184$ to $1-0.878=0.122$. The narrowing is thus accompanied by a loss of young, small islands, as the mechanism requires.

The computed variances lie slightly above the limiting law. One correction is random capture: islands born together do not all capture the same number of atoms. In the rate equations this number is Poisson distributed, so its variance equals its mean. Averaged over islands, this adds about $S/S^2=1/S=0.003$ to the relative variance. The computed excesses, 0.002, 0.003 and 0.005, are of this size, but the agreement is partly accidental. The birth size $i+1$ raises the mean without raising the variance and shifts the ratio by about $-2(i+1)/[(2i+3)S]$, between $-0.0025$ and $-0.003$, which nearly cancels the capture noise. What remains, about 0.001, 0.003 and 0.004, is a wider spread of island ages; it disappears when the nucleation loss term is dropped from \eqref{eq:n}. At $S=10^6$ the variances are 0.2000, 0.1429 and 0.1111, so the excess is a finite-size effect.

Random capture also rounds the divergence in \eqref{eq:f}. The largest islands contain about $u_{\max}S$ atoms, with a spread in $u$ of $\sqrt{u_{\max}/S}$, or 0.06 to 0.07 here. The computed peaks, at $u=1.45$, 1.31 and 1.24, lie below the ideal cutoffs 1.50, 1.33 and 1.25 by less than this spread.

Including the atoms stored in critical dimers for $i=2$ changes the relative variance from 0.1463 to 0.1462. This run still imposes the Walton relation, so it shows only that the storage of atoms in dimers has little effect on the width. The full values are in the numerical output.

\section{Limiting cases and range of validity}

\paragraph{Spontaneous nucleation, $i=0$.} Suppose a single adatom can become immobile and start an island, at a rate proportional to $n$. The same derivation with $i=0$ gives $f_0(u)=1/2$ on $0<u<2$ and relative variance $1/3$. The reason is direct: births and growth are both proportional to $n$, so equal increments of size correspond to equal numbers of births. For $i\ge1$ the ratio of birth rate to growth rate is proportional to $n^i$. It was higher in the past, which tilts the distribution towards old, large islands.

\paragraph{Large critical size.} If $S\to\infty$ is taken first, the relative standard deviation $1/\sqrt{2i+3}$ tends to zero as $i$ increases, and the cutoff approaches $u=1$. The approach is slow because $a=(1-p_i)/p_i=1/(i+1)$: the distance of the nucleation exponent from one, $1-p_i=1/(i+2)$, falls only as $1/i$. At fixed $S$ this limit cannot be read from \eqref{eq:main}, since the neglected nucleation losses and capture noise eventually matter.

\paragraph{Capture by real islands.} The derivation requires all islands to grow at the same mean rate. On a surface, an island's capture depends on its size and on the area from which it collects atoms, and that area depends on its neighbours. Two islands of equal age can then grow at different rates, and \eqref{eq:u} no longer gives a unique relation between age and size. Equations \eqref{eq:main} and \eqref{eq:f} should therefore not be used to infer $i$ from a measured histogram. Coalescence, re-evaporation and the dissolution of stable islands also invalidate the balance used here. So does direct impingement once islands cover an appreciable part of the surface. At 0.1 monolayer, about a tenth of the arriving atoms would land on islands one layer high, so the small differences from the limiting law in the worked example belong to the model and are not predictions for a surface. Within the constant-capture model, the narrowing follows from when islands are born and how fast they then grow; how much of it survives in a real system depends on the capture rates.

\section*{Calculated quantities}
\begin{verbatim}
coverage: 0.10 ML; K = sigma D/F: 1.0e+10
quasi-steady island density: 3.107e-04 per site
quasi-steady adatom density: 3.218e-07 per site
nominal mean island size: 321.8 atoms
i=1: Walton constant c_i = 1.000e+00
  island density 3.095e-04 per site, adatom density 3.225e-07 per site
  mean size 323.1 atoms; free-adatom share 3.22e-06
  relative variance 0.2020, law 0.2000; relative std 0.449, law 0.447
  born in second half 0.2081, law 0.2063
  fraction above mean 0.5735, law 0.5774
  fraction above half mean 0.8164, law 0.8165
  peak at u = 1.448, ideal cutoff 1.500
i=2: Walton constant c_i = 2.330e+06
  island density 3.088e-04 per site, adatom density 3.231e-07 per site
  mean size 323.9 atoms; free-adatom share 3.23e-06
  share of atoms in critical clusters 4.87e-06
  relative variance 0.1463, law 0.1429; relative std 0.382, law 0.378
  born in second half 0.1626, law 0.1591
  fraction above mean 0.6230, law 0.6300
  fraction above half mean 0.8546, law 0.8550
  peak at u = 1.309, ideal cutoff 1.333
i=3: Walton constant c_i = 5.793e+12
  island density 3.082e-04 per site, adatom density 3.237e-07 per site
  mean size 324.5 atoms; free-adatom share 3.24e-06
  share of atoms in critical clusters 5.89e-06
  relative variance 0.1157, law 0.1111; relative std 0.340, law 0.333
  born in second half 0.1345, law 0.1294
  fraction above mean 0.6549, law 0.6687
  fraction above half mean 0.8782, law 0.8801
  peak at u = 1.239, ideal cutoff 1.250
i=2 relative variance with dimer storage: 0.1462
limit runs: nominal mean size 1e+06 atoms
i=1: relative variance 0.20000; decay exponents: adatoms 0.3333, nucleation 0.6667
i=2: relative variance 0.14286; decay exponents: adatoms 0.2500, nucleation 0.7500
i=3: relative variance 0.11111; decay exponents: adatoms 0.2000, nucleation 0.8000
relative variance, density history h, nucleation order j+1:
  h=1: j=1 0.2000, j=2 0.0327, j=3 0.0002
  h=2: j=1 0.2500, j=2 0.1429, j=3 0.0309
  h=3: j=1 0.2727, j=2 0.1997, j=3 0.1111
marginal case h=1, j=2 at nominal size 322 atoms: 0.0688
\end{verbatim}
